# Why Norm Conservation Limits the Softening of Nodeless Orbitals: a program that tests the result

```python
"""Result under test: fixing the charge inside a pseudization sphere limits
the softening of a nodeless orbital; relaxing it shortens the Fourier tail.

Hartree atomic units. u(r)=r*R(r) is a radial orbital, rc the sphere radius,
Q the true charge inside rc, and zeta the Slater exponent.
soft: continuation matched through three derivatives, norm left free.
hard: the same continuation plus one hump that restores Q.
F(q)=sqrt(2/pi)*integral r*j1(q*r)*u(r) dr.
Residual kinetic energy: (1/2)*integral of q^4*F^2 above a chosen q.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial as Poly
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import binom, gammainc, spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
zeta, rc_main, threshold = 2.0, 2.0, 1e-3
slater_norm = np.sqrt((2 * zeta)**5 / 24)
q = np.linspace(0, 60, 6001)
dq = q[1] - q[0]


def gauss(a, b, n=160):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def slater(r):
    return slater_norm * r**2 * np.exp(-zeta * r)


F_slater = (np.sqrt(2 / np.pi) * slater_norm * 8 * zeta * q
            / (q**2 + zeta**2)**3)


def residual(F):
    """Kinetic energy above each q, by the trapezoidal rule."""
    y = 0.5 * q**4 * F**2
    pieces = (y[1:] + y[:-1]) * dq / 2
    return np.append(np.cumsum(pieces[::-1])[::-1], 0.0)


def cutoff(tail):
    """Plane-wave energy at which the residual equals the threshold."""
    qc = np.interp(-np.log(threshold), -np.log(tail[:-1]), q[:-1])
    return qc**2 / 2


def pseudize(rc):
    kappa = zeta * rc
    h = [-kappa * binom(0.5, k) * (-1)**k for k in range(5)]
    c = [1.0]
    for n in range(1, 5):
        c.append(sum(k * h[k] * c[n - k] for k in range(1, n + 1)) / n)
    t = Poly([1, 0, -1 / rc**2])
    lead = Poly([0, 0, slater_norm * np.exp(-kappa)])
    soft = lead * sum(c[i] * t**i for i in range(4))
    hump = lead * t**4
    r, w = gauss(0, rc)
    charge = w @ slater(r)**2
    soft_charge = w @ soft(r)**2
    a2, a1 = w @ hump(r)**2, 2 * w @ (soft(r) * hump(r))
    a = (-a1 + np.sqrt(a1**2 + 4 * a2 * (charge - soft_charge))) / (2 * a2)
    hard = soft + a * hump
    kernel = (np.sqrt(2 / np.pi) * spherical_jn(1, np.outer(q, r)) * r * w)
    F_soft = F_slater + kernel @ (soft(r) - slater(r))
    F_hard = F_slater + kernel @ (hard(r) - slater(r))
    return dict(c=c, a=a, t=t, lead=lead, soft=soft, hard=hard, r=r, w=w,
                Q=charge, Qs=soft_charge, kernel=kernel,
                Fs=F_soft, Fh=F_hard)


def constrained_min(A, b, c, G, g, n0, target):
    """Global minimum of c+2bz+zAz at fixed norm n0+2gz+zGz=target."""
    w, V = eigh(A, G)
    b, g = V.T @ b, V.T @ g

    def amplitudes(m):
        return -(b - m * g) / (w - m)

    def excess(m):
        z = amplitudes(m)
        return n0 + 2 * g @ z + z @ z - target

    m = brentq(excess, -1e3 * w[-1], w[0] * (1 - 1e-9))
    z = amplitudes(m)
    return c + 2 * b @ z + w @ z**2


# Explicit soft and norm-conserving continuations
d = pseudize(rc_main)
rc, r, w = rc_main, d["r"], d["w"]
soft, hard, Q, Qs = d["soft"], d["hard"], d["Q"], d["Qs"]
uc = slater(rc)
assert abs(Q - gammainc(5, 2 * zeta * rc)) < 1e-10
assert np.all(soft(r) < slater(r) + 1e-12) and np.all(hard(r) > 0)
for n in range(5):
    exact = float(mp.diff(
        lambda x: slater_norm * x**2 * mp.exp(-zeta * x), rc, n))
    for trial in (soft, hard):
        gap = abs(trial.deriv(n)(rc) - exact)
        assert gap < 1e-7 if n < 4 else gap > 0.1

# Fourier transforms: hump formula, direct full-range transform, Parseval
for k in (2.0, 7.0, 15.0):
    direct = quad(lambda x: x**3 * (1 - x*x)**4 * spherical_jn(1, k*x),
                  0, 1, epsabs=1e-13)[0]
    assert abs(direct - 384 * spherical_jn(6, k) / k**5) < 1e-10
ro, wo = gauss(rc, rc + 18, 300)
for trial, F in ((soft, d["Fs"]), (hard, d["Fh"])):
    for index in (100, 300, 500):
        full = np.sqrt(2 / np.pi) * (
            w @ (r * spherical_jn(1, q[index] * r) * trial(r))
            + wo @ (ro * spherical_jn(1, q[index] * ro) * slater(ro)))
        assert abs(full - F[index]) < 1e-9
    slope_out = slater(ro) * (2 / ro - zeta)
    T_real = 0.5 * (w @ (trial.deriv()(r)**2 + 2 * trial(r)**2 / r**2)
                    + wo @ (slope_out**2 + 2 * slater(ro)**2 / ro**2))
    assert abs(residual(F)[0] - T_real) < 1e-5
tail_true, tail_soft, tail_hard = map(residual, (F_slater, d["Fs"], d["Fh"]))
assert abs(tail_true[0] - zeta**2 / 2) < 1e-5
asymptotic_ratio = abs(d["a"] - d["c"][4]) / d["c"][4]
window = q > 60 - 3 * np.pi
measured_ratio = np.sqrt(np.mean(d["Fh"][window]**2)
                         / np.mean(d["Fs"][window]**2))
assert abs(measured_ratio / asymptotic_ratio - 1) < 0.08  # finite q
soft_total = 1 - Q + Qs
assert tail_hard[400] / tail_soft[400] > 1 / soft_total
assert cutoff(tail_soft) < 0.8 * cutoff(tail_hard) < cutoff(tail_true)
fine = np.linspace(0, rc, 4001)
peaks = [np.max(f(fine)**2) for f in (slater, hard, soft)]
assert peaks[1] > 0.9 * peaks[0] and peaks[2] < 0.75 * peaks[0]


# Kinetic floors, independent of the shape chosen for the continuation
def kinetic_floor(poly, exponent, l):
    def value(x):
        return poly(x) * np.exp(-exponent * x)

    def slope(x):
        return (poly.deriv()(x) - exponent * poly(x)) * np.exp(-exponent*x)

    total = w @ value(r)**2 + wo @ value(ro)**2
    charge, edge2 = w @ value(r)**2 / total, value(rc)**2 / total
    true_T = 0.5 * w @ (slope(r)**2 + l*(l+1)*value(r)**2/r**2) / total
    zero = brentq(lambda z: spherical_jn(l, z), l + 3, l + 4.2)
    x, wx = r / rc, w / rc

    def mismatch(z):
        return (wx @ (x * spherical_jn(l, z*x))**2
                / spherical_jn(l, z)**2 - charge / (rc * edge2))

    z = brentq(mismatch, 0.1, zero * (1 - 1e-7))
    k = z / rc
    log_slope = (1/rc + k * spherical_jn(l, z, derivative=True)
                 / spherical_jn(l, z))
    floor = 0.5 * k**2 * charge + 0.5 * edge2 * log_slope
    free = (l + 1) * edge2 / (2 * rc)
    X = Poly([0, 1])
    basis = [np.sqrt(edge2) * X**(l+1)]
    basis += [X**(l+1) * (1 - X**2) * X**(2*i) for i in range(6)]
    B = np.array([f(x) for f in basis])
    D = np.array([f.deriv()(x) / rc for f in basis])
    G = (B * w) @ B.T
    A = 0.5 * ((D * w) @ D.T + l*(l+1) * (B * w / r**2) @ B.T)
    check = constrained_min(A[1:, 1:], A[1:, 0], A[0, 0],
                            G[1:, 1:], G[1:, 0], G[0, 0], charge)
    check_free = A[0, 0] - A[1:, 0] @ np.linalg.solve(A[1:, 1:], A[1:, 0])
    assert abs(check / floor - 1) < 1e-5
    assert abs(check_free / free - 1) < 1e-7
    return true_T, floor, free


floors = {
    "2p": kinetic_floor(Poly([0, 0, 1]), 2.0, 1),
    "3d": kinetic_floor(Poly([0, 0, 0, 1]), 3.0, 2),
    "3p": kinetic_floor(Poly([0, 0, 1, -2]), 4.0, 1),
}
for name in ("2p", "3d"):
    assert floors[name][1] / floors[name][0] > 0.6
assert floors["3p"][1] / floors["3p"][0] < 0.4

# Same four adjustable humps for both versions, optimized beyond q_opt
q_opt = 3.0
start = int(round(q_opt / dq))
humps = [d["lead"] * d["t"]**n for n in range(4, 8)]
U = np.array([soft(r)] + [f(r) for f in humps])
FH = np.array([d["Fs"]] + [d["kernel"] @ f(r) for f in humps])[:, start:]
weight = 0.5 * q[start:]**4 * dq
weight[0] *= 0.5
weight[-1] *= 0.5
A, G = (FH * weight) @ FH.T, (U * w) @ U.T
best_hard = constrained_min(A[1:, 1:], A[1:, 0], A[0, 0],
                            G[1:, 1:], G[1:, 0], G[0, 0], Q)
best_soft = A[0, 0] - A[1:, 0] @ np.linalg.solve(A[1:, 1:], A[1:, 0])
assert best_soft > 0 and best_hard > 2 * best_soft

# Energy slope of the logarithmic derivative, with and without augmentation
energy, nuclear_charge, step = -zeta**2 / 2, 2 * zeta, 1e-4


def true_log_derivative(e):
    k = mp.sqrt(-2 * mp.mpf(e))

    def wave(x):
        return (x**2 * mp.exp(-k*x)
                * mp.hyp1f1(2 - nuclear_charge/k, 4, 2*k*x))

    return float(mp.diff(wave, rc) / wave(mp.mpf(rc)))


def local_potential(x):
    return -1.5*nuclear_charge/rc + nuclear_charge*x**2/(2*rc**3)


soft_second = soft.deriv(2)


def chi(x):
    return (0.5*soft_second(x) - soft(x)/x**2
            + (energy - local_potential(x))*soft(x))


strength = w @ (soft(r) * chi(r))


def pseudo_log_derivative(e, augmentation):
    def rhs(x, y):
        beta = chi(x) / strength
        factor = 2 * (1/x**2 + local_potential(x) - e)
        return [y[1], factor*y[0], y[3], factor*y[2] + 2*beta,
                beta*y[0], beta*y[2]]

    x0 = 1e-3
    y = solve_ivp(rhs, (x0, rc), [x0**2, 2*x0, 0, 0, 0, 0],
                  method="DOP853", rtol=1e-11, atol=1e-14).y[:, -1]
    coupling = strength + (energy - e) * augmentation
    mix = (1/coupling - y[5]) / y[4]
    return (mix*y[1] + y[3]) / (mix*y[0] + y[2])


def energy_slope(function):
    return (function(energy + step) - function(energy - step)) / (2*step)


slope_true = energy_slope(true_log_derivative)
slope_plain = energy_slope(lambda e: pseudo_log_derivative(e, 0.0))
slope_aug = energy_slope(lambda e: pseudo_log_derivative(e, Q - Qs))
assert abs(pseudo_log_derivative(energy, Q - Qs) - (2/rc - zeta)) < 1e-6
assert abs(slope_true / (-2*Q/uc**2) - 1) < 1e-3
assert abs(slope_plain / (-2*Qs/uc**2) - 1) < 1e-3
assert abs(slope_aug / slope_true - 1) < 1e-3

# Dependence on sphere radius
scan = []
for radius in (1.0, 1.5, 2.0, 2.5, 3.0):
    p = pseudize(radius)
    scan.append((radius, cutoff(residual(p["Fh"])),
                 cutoff(residual(p["Fs"]))))
assert all(row[1] > row[2] for row in scan)
assert scan[-1][1] / scan[-1][2] > scan[0][1] / scan[0][2]

print(f"zeta = {zeta:.1f} 1/bohr; rc = {rc:.1f} bohr")
print(f"2p peak radius = {2/zeta:.2f} bohr")
print(f"Charge inside rc, true and hard = {Q:.4f} electron")
print(f"Charge inside rc, soft = {Qs:.4f} electron")
print(f"Missing charge = {Q-Qs:.4f} electron")
print(f"Total norm, soft = {soft_total:.4f}")
print(f"u(rc)^2 = {uc**2:.4f} 1/bohr")
print(f"Mean u^2 in sphere, Q/rc = {Q/rc:.4f} 1/bohr")
for name, peak in zip(("true", "hard", "soft"), peaks):
    print(f"Peak u^2, {name} = {peak:.4f} 1/bohr")
print("Taylor coefficients c0..c4 =", *[f"{v:.4f}" for v in d["c"]])
print(f"Hump coefficient a = {d['a']:.4f}")
print("Kinetic energy inside rc (Ha): true, norm floor, free floor")
for name, values in floors.items():
    print(name, *[f"{v:.4f}" for v in values],
          f"norm floor/true = {values[1]/values[0]:.3f}")
print("Residual kinetic energy (mHa): q (1/bohr), true, hard, soft")
for value in (2, 3, 4, 5, 6):
    i = int(round(value / dq))
    print(value, *[f"{1000*v[i]:.4f}"
                   for v in (tail_true, tail_hard, tail_soft)])
print(f"Asymptotic amplitude ratio hard/soft = {asymptotic_ratio:.3f}")
print(f"Measured amplitude ratio, q near 55/bohr = {measured_ratio:.3f}")
print(f"Cutoff threshold = {1000*threshold:.1f} mHa")
for name, tail in (("true", tail_true), ("hard", tail_hard),
                   ("soft", tail_soft)):
    value = cutoff(tail)
    print(f"Cutoff, {name} = {value:.2f} Ha = {value*HARTREE_EV:.0f} eV")
print(f"Optimized residual beyond q = {q_opt:.1f} 1/bohr:")
print(f"  hard = {1000*best_hard:.4f} mHa")
print(f"  soft = {1000*best_soft:.4f} mHa")
print(f"  hard/soft = {best_hard/best_soft:.2f}")
print("Cutoff scan: rc (bohr), hard (Ha), soft (Ha), ratio")
for radius, eh, es in scan:
    print(f"{radius:.1f} {eh:.2f} {es:.2f} {eh/es:.2f}")
print("Energy slope of u'/u at rc, 1/(bohr Ha):")
print(f"  true = {slope_true:.4f}")
print(f"  soft, ordinary overlap = {slope_plain:.4f}")
print(f"  soft, augmented overlap = {slope_aug:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
zeta = 2.0 1/bohr; rc = 2.0 bohr
2p peak radius = 1.00 bohr
Charge inside rc, true and hard = 0.9004 electron
Charge inside rc, soft = 0.5078 electron
Missing charge = 0.3925 electron
Total norm, soft = 0.6075
u(rc)^2 = 0.2290 1/bohr
Mean u^2 in sphere, Q/rc = 0.4502 1/bohr
Peak u^2, true = 0.7815 1/bohr
Peak u^2, hard = 0.9173 1/bohr
Peak u^2, soft = 0.5011 1/bohr
Taylor coefficients c0..c4 = 1.0000 2.0000 2.5000 2.5833 2.4479
Hump coefficient a = 8.9875
Kinetic energy inside rc (Ha): true, norm floor, free floor
2p 1.9152 1.3768 0.1145 norm floor/true = 0.719
3d 4.4085 2.9423 0.1147 norm floor/true = 0.667
3p 7.9607 1.9785 0.0295 norm floor/true = 0.249
Residual kinetic energy (mHa): q (1/bohr), true, hard, soft
2 1339.5297 998.6880 288.7174
3 621.8079 270.2523 21.8813
4 265.6354 24.3650 1.1828
5 118.7046 1.8864 0.3117
6 57.1507 0.7755 0.0869
Asymptotic amplitude ratio hard/soft = 2.671
Measured amplitude ratio, q near 55/bohr = 2.675
Cutoff threshold = 1.0 mHa
Cutoff, true = 105.12 Ha = 2860 eV
Cutoff, hard = 17.24 Ha = 469 eV
Cutoff, soft = 9.74 Ha = 265 eV
Optimized residual beyond q = 3.0 1/bohr:
  hard = 139.6369 mHa
  soft = 4.2587 mHa
  hard/soft = 32.79
Cutoff scan: rc (bohr), hard (Ha), soft (Ha), ratio
1.0 34.30 22.03 1.56
1.5 19.20 12.08 1.59
2.0 17.24 9.74 1.77
2.5 12.13 5.10 2.38
3.0 8.83 3.01 2.93
Energy slope of u'/u at rc, 1/(bohr Ha):
  true = -7.8632
  soft, ordinary overlap = -4.4352
  soft, augmented overlap = -7.8632
ALL CHECKS PASSED
```
